# Viscous Plateau and Frozen-In Stress of an Oxide Film During Cooling: a numerical check

```python
"""
Result under test.
An incompressible viscous film with a free surface, stretched equally in both
in-plane directions at strain rate r, carries the in-plane stress 6*eta*r.
With elasticity the plateau is approached with time constant tau = 6*eta/M.
On cooling at constant rate q the film leaves the plateau near T_star, where
    6*eta(T_star)*q = M*w,   w = k*T_star**2/Q,
and the residual stress is -M*d_alpha*(T_F - T_room), with
    T_F = T_star - gamma*w + c*w**2/T_star,
    c = gamma**2 + pi**2/6 + 2*gamma + 2.
Symbols: eta shear viscosity, M = E/(1-nu) biaxial modulus of the film,
Q activation energy of viscosity, d_alpha = wafer minus film expansion,
gamma Euler's constant. Tension is positive. SI units inside the program.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as q_e, zero_Celsius
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import exp1, expn

# ---------- rough typical values: thermal oxide on silicon ----------
E_film, nu_film = 70e9, 0.17
alpha_film, alpha_wafer = 0.5e-6, 4.0e-6
eta_ref, T_ref = 1e14, 1000 + zero_Celsius
Q_act = 5.0 * q_e
T_start, T_room = 1150 + zero_Celsius, 25 + zero_Celsius
q_cool = 1.0 / 60
h_film, h_wafer, radius = 1e-6, 725e-6, 0.1
M_wafer = 180e9
flow_volume = 0.3e-27      # rough Eyring activation volume

M_film = E_film / (1 - nu_film)
G_film = E_film / (2 * (1 + nu_film))
K_film = E_film / (3 * (1 - 2 * nu_film))
d_alpha = alpha_wafer - alpha_film
gamma = np.euler_gamma
c_curv = gamma**2 + np.pi**2 / 6 + 2 * gamma + 2


def viscosity(T):
    return eta_ref * np.exp(Q_act / k_B * (1 / T - 1 / T_ref))


# ---------- factor six from the three-dimensional viscous law ----------
eta_s, r_s, zeta_s = sp.symbols("eta r zeta", positive=True)
p_s, rz_s = sp.symbols("p r_z", real=True)
sol = sp.solve([2 * r_s + rz_s, -p_s + 2 * eta_s * rz_s], [p_s, rz_s], dict=True)[0]
sigma_s = sp.simplify((-p_s + 2 * eta_s * r_s).subs(sol))
assert sp.simplify(sigma_s - 6 * eta_s * r_s) == 0
heat_s = 2 * eta_s * (2 * r_s**2 + sol[rz_s]**2)
assert sp.simplify(heat_s - 2 * sigma_s * r_s) == 0
# finite bulk viscosity: the factor is six only in the incompressible limit
lam_s = zeta_s - sp.Rational(2, 3) * eta_s
rz_bulk = sp.solve(lam_s * (2 * r_s + rz_s) + 2 * eta_s * rz_s, rz_s)[0]
sig_bulk = sp.simplify(lam_s * (2 * r_s + rz_bulk) + 2 * eta_s * r_s)
claimed = 18 * eta_s * zeta_s * r_s / (3 * zeta_s + 4 * eta_s)
assert sp.simplify(sig_bulk - claimed) == 0
assert sp.simplify(sp.limit(sig_bulk, zeta_s, sp.oo) - sigma_s) == 0
factor_equal = float((sig_bulk / (eta_s * r_s)).subs(zeta_s, eta_s))


# ---------- three-dimensional Maxwell film, thickness strain left free ----------
def stress_rate(stress, rate, eta):
    """In-plane stress rate; the thickness rate keeps the surface stress zero."""
    relax_xx = G_film / eta * (stress / 3)
    relax_zz = G_film / eta * (-2 * stress / 3)
    rate_z = (relax_zz - rate * (2 * K_film - 4 * G_film / 3)) / (
        K_film + 4 * G_film / 3)
    trace = 2 * rate + rate_z
    return K_film * trace + 2 * G_film * (rate - trace / 3) - relax_xx


rate_mis = -d_alpha * q_cool
tau_ref = 6 * eta_ref / M_film
plateau_ref = 6 * eta_ref * rate_mis
times = np.array([1.0, 3.0, 15.0]) * tau_ref
hold = solve_ivp(lambda t, s: stress_rate(s, rate_mis, eta_ref), (0, times[-1]),
                 [0.0], t_eval=times, method="LSODA", rtol=1e-9, atol=1.0)
assert hold.success
law = plateau_ref * (1 - np.exp(-times / tau_ref))
assert np.allclose(hold.y[0], law, rtol=1e-5)
assert abs(hold.y[0, -1] / plateau_ref - 1) < 1e-5


# ---------- cooling, integrated from the three-dimensional equations ----------
def cool(q=q_cool, eta_factor=1.0, volume=0.0, alpha=None, stress0=0.0):
    def rhs(t, s):
        T = T_start - q * t
        eta = eta_factor * viscosity(T)
        if volume > 0:
            x = abs(s[0]) / np.sqrt(3) * volume / (2 * k_B * T)
            if x > 1e-6:
                eta = eta * x / np.sinh(x)
        a_w = alpha_wafer if alpha is None else alpha(T)
        return [stress_rate(s[0], -(a_w - alpha_film) * q, eta)]
    out = solve_ivp(rhs, (0, (T_start - T_room) / q), [stress0], method="LSODA",
                    rtol=1e-9, atol=1.0, dense_output=True,
                    max_step=5.0 / q)
    assert out.success
    return out


def freeze(q):
    """T_star, w and T_F from the derived formulas."""
    def gap(T):
        return np.log(6 * viscosity(T) * q / (M_film * k_B * T**2 / Q_act))
    T_s = brentq(gap, 900, 1800)
    w = k_B * T_s**2 / Q_act
    return T_s, w, T_s - gamma * w + c_curv * w**2 / T_s


base = cool()
sigma_res = base.y[0, -1]
T_star, w, T_F = freeze(q_cool)
T_F_num = T_room - sigma_res / (M_film * d_alpha)
# omitted next order is about 30*w**3/T_star**2, roughly half a kelvin
assert abs(T_F_num - T_F) < 1.0
slow_q = q_cool / 10
slow_res = cool(q=slow_q).y[0, -1]
T_star_slow, w_slow, T_F_slow = freeze(slow_q)
T_F_slow_num = T_room - slow_res / (M_film * d_alpha)
assert abs(T_F_slow_num - T_F_slow) < 1.0


def stress_at(T):
    return base.sol((T_start - T) / q_cool)[0]


# stress through the freezing range; Arrhenius curvature is of order w/T_star
unit = M_film * d_alpha * w
for y in (-1.0, 0.0, 1.0):
    u = np.exp(y)
    assert abs(-stress_at(T_star + y * w) / unit - np.exp(u) * exp1(u)) < 0.02
fraction = stress_at(T_star) / (6 * viscosity(T_star) * rate_mis)


# ---------- curvature coefficient from the exact Arrhenius memory integral ----------
def slope(delta):
    """(T_F - T_star + gamma*w)/(w*delta) for delta = w/T_star."""
    y = np.linspace(-30, 6, 40001)
    x = 1 / (delta * (1 + delta * y))
    memory = (1 + delta * y) / delta * expn(2, x) * np.exp(1 / delta)
    return (simpson(np.exp(-memory), x=y) - 30 + gamma) / delta


c_num = 2 * slope(0.002) - slope(0.004)
assert abs(c_num - c_curv) < 0.01

# ---------- wafer curvature: thin-film formula against two-layer balance ----------
kappa = -6 * sigma_res * h_film / (M_wafer * h_wafer**2)
z0, z1, z2 = -h_wafer / 2, h_wafer / 2, h_wafer / 2 + h_film


def stiffness(n):
    return (M_wafer * (z1**n - z0**n) + M_film * (z2**n - z1**n)) / n


load = -sigma_res * np.array([z2 - z1, (z2**2 - z1**2) / 2])
matrix = np.array([[stiffness(1), stiffness(2)], [stiffness(2), stiffness(3)]])
mid_strain, kappa_full = np.linalg.solve(matrix, load)
assert abs(kappa_full / kappa - 1) < 0.01
top_stress = M_wafer * (mid_strain + kappa_full * z1)
assert abs(top_stress / (-4 * sigma_res * h_film / h_wafer) - 1) < 0.01
compliance = M_film * (mid_strain + kappa_full * (z1 + z2) / 2)
bow = kappa * radius**2 / 2

# ---------- size of neglected effects ----------
stiff_res = cool(eta_factor=10).y[0, -1]
soft_res = cool(eta_factor=0.1).y[0, -1]
eyring_res = cool(volume=flow_volume).y[0, -1]
T_tab = np.array([300.0, 600.0, 900.0, 1300.0])
a_tab = np.array([2.6, 3.7, 4.1, 4.4]) * 1e-6     # rough silicon expansion
alpha_res = cool(alpha=lambda T: np.interp(T, T_tab, a_tab)).y[0, -1]
grown_res = cool(stress0=-300e6).y[0, -1]
assert abs(grown_res - sigma_res) < 1e3
assert abs(eyring_res / sigma_res - 1) < 0.01

MPa = 1e6
print(f"film Young modulus {E_film/1e9:.0f} GPa, Poisson ratio {nu_film:.2f}")
print(f"film biaxial modulus M = {M_film/1e9:.2f} GPa")
print(f"expansion: film {alpha_film*1e6:.1f}, wafer {alpha_wafer*1e6:.1f} ppm/K")
print(f"viscosity at {T_ref:.2f} K = {eta_ref:.1e} Pa s")
print(f"activation energy = {Q_act/q_e:.1f} eV")
print(f"start {T_start:.2f} K, room {T_room:.2f} K")
print(f"cooling rate = {q_cool*60:.1f} K/min = {q_cool:.5f} K/s")
print(f"mismatch strain rate = {rate_mis:.3e} 1/s")
print(f"stress/(eta*rate), incompressible = {sigma_s/(eta_s*r_s)}")
print(f"same, bulk viscosity equal to shear = {factor_equal:.4f}")
print("constant rate, viscosity held at the reference value:")
print(f"  tau = {tau_ref:.0f} s, plateau = {plateau_ref/MPa:.2f} MPa")
for n, s in zip((1, 3, 15), hold.y[0]):
    print(f"  stress after {n} tau = {s/MPa:.3f} MPa")
print("cooling: T (K), viscosity (Pa s), plateau (MPa), stress (MPa)")
for T in (1400.0, 1350.0, T_star, T_ref, 1200.0, 1000.0):
    eta_T = viscosity(T)
    print(f"  {T:.1f}  {eta_T:.3e}  {6*eta_T*rate_mis/MPa:.4g}"
          f"  {stress_at(T)/MPa:.3f}")
print(f"T_star = {T_star:.2f} K = {T_star-zero_Celsius:.1f} C")
print(f"w = {w:.2f} K, w/T_star = {w/T_star:.4f}")
print(f"tau at T_star = {6*viscosity(T_star)/M_film:.0f} s")
print(f"stress/plateau at T_star: integrated {fraction:.4f}")
print(f"  formula e*E1(1) = {np.e*exp1(1):.4f}")
print(f"c: formula {c_curv:.4f}, memory integral {c_num:.4f}")
print(f"gamma*w = {gamma*w:.2f} K, c*w^2/T_star = {c_curv*w**2/T_star:.2f} K")
print(f"T_F: formula {T_F:.2f} K, integrated {T_F_num:.2f} K")
print(f"residual stress, formula = {-M_film*d_alpha*(T_F-T_room)/MPa:.2f} MPa")
print(f"residual stress, integrated = {sigma_res/MPa:.2f} MPa")
print(f"at {slow_q*60:.1f} K/min: T_star = {T_star_slow:.2f} K")
print(f"  T_F: formula {T_F_slow:.2f} K, integrated {T_F_slow_num:.2f} K")
print(f"  residual stress = {slow_res/MPa:.2f} MPa")
print(f"film {h_film*1e6:.1f} um, wafer {h_wafer*1e6:.0f} um thick")
print(f"wafer radius {radius*1e3:.0f} mm, biaxial modulus {M_wafer/1e9:.0f} GPa")
print(f"curvature: thin-film {kappa:.5f} 1/m, two-layer {kappa_full:.5f} 1/m")
print(f"bow = {bow*1e6:.1f} um, wafer stress at film = {top_stress/MPa:.2f} MPa")
print("neglected effects, residual stress or its change:")
print(f"  viscosity x10: {stiff_res/MPa:.2f} MPa, x0.1: {soft_res/MPa:.2f} MPa")
print(f"  Eyring flow, {flow_volume*1e27:.1f} nm^3:"
      f" change {(eyring_res-sigma_res)/MPa:.3f} MPa")
print(f"  silicon expansion varying with T: {alpha_res/MPa:.2f} MPa")
print(f"  wafer compliance: change {compliance/MPa:.3f} MPa")
print(f"  initial stress -300 MPa: change {(grown_res-sigma_res):.1e} Pa")
print("all tests passed")
```

Printed output:

```
film Young modulus 70 GPa, Poisson ratio 0.17
film biaxial modulus M = 84.34 GPa
expansion: film 0.5, wafer 4.0 ppm/K
viscosity at 1273.15 K = 1.0e+14 Pa s
activation energy = 5.0 eV
start 1423.15 K, room 298.15 K
cooling rate = 1.0 K/min = 0.01667 K/s
mismatch strain rate = -5.833e-08 1/s
stress/(eta*rate), incompressible = 6
same, bulk viscosity equal to shear = 2.5714
constant rate, viscosity held at the reference value:
  tau = 7114 s, plateau = -35.00 MPa
  stress after 1 tau = -22.124 MPa
  stress after 3 tau = -33.257 MPa
  stress after 15 tau = -35.000 MPa
cooling: T (K), viscosity (Pa s), plateau (MPa), stress (MPa)
  1400.0  1.609e+12  -0.5633  -0.535
  1350.0  7.469e+12  -2.614  -2.120
  1313.0  2.506e+13  -8.771  -5.259
  1273.2  1.000e+14  -35  -11.575
  1200.0  1.609e+15  -563.1  -29.658
  1000.0  2.549e+19  -8.921e+06  -88.241
T_star = 1313.02 K = 1039.9 C
w = 29.71 K, w/T_star = 0.0226
tau at T_star = 1783 s
stress/plateau at T_star: integrated 0.5997
  formula e*E1(1) = 0.5963
c: formula 5.1325, memory integral 5.1310
gamma*w = 17.15 K, c*w^2/T_star = 3.45 K
T_F: formula 1299.32 K, integrated 1298.94 K
residual stress, formula = -295.53 MPa
residual stress, integrated = -295.41 MPa
at 0.1 K/min: T_star = 1250.61 K
  T_F: formula 1238.04 K, integrated 1237.72 K
  residual stress = -277.34 MPa
film 1.0 um, wafer 725 um thick
wafer radius 100 mm, biaxial modulus 180 GPa
curvature: thin-film 0.01873 1/m, two-layer 0.01871 1/m
bow = 93.7 um, wafer stress at film = 1.63 MPa
neglected effects, residual stress or its change:
  viscosity x10: -315.25 MPa, x0.1: -277.34 MPa
  Eyring flow, 0.3 nm^3: change 0.009 MPa
  silicon expansion varying with T: -279.58 MPa
  wafer compliance: change 0.763 MPa
  initial stress -300 MPa: change 2.0e-01 Pa
all tests passed
```
